# Current Through Two Opposed Ideal Schottky Diodes with Unequal Saturation Currents: a numerical check

```python
"""Current through two opposed ideal Schottky diodes on n-type material.

Result under test:
    I = I1*I2*(exp(V/Vt) - 1) / (I2 + I1*exp(V/Vt))
I1, I2 : saturation currents of the left and right contacts (positive)
V      : left metal potential minus right metal potential
I      : current from left to right;  Vt = kT/q
Limits: +I2 at large positive V, -I1 at large negative V.
The reference currents come from a numerical solution for the potential
of the semiconductor between the contacts, not from the closed form.
SI units are used internally; barriers are stored in volts.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

q, k_B, h = const.e, const.k, const.h
hbar, m_e = const.hbar, const.m_e

# Rough values for lightly doped n-type silicon with silicide-like contacts
T = 300.0
barrier_1, barrier_2 = 0.65, 0.60
richardson = 110.0e4          # A/(m^2 K^2)
area = 100.0e-12              # m^2
thickness = 5.0e-6            # m
doping = 1.0e22               # 1/m^3
band_density = 2.8e25         # 1/m^3
mobility = 0.12               # m^2/(V s)
permittivity = 11.7 * const.epsilon_0
light_mass = 0.19 * m_e
intrinsic_density = 1.0e16    # 1/m^3
lifetime = 1.0e-6             # s
breakdown_field = 4.0e7       # V/m
Vt = k_B * T / q


def saturation_current(barrier, temperature):
    thermal = k_B * temperature / q
    return area * richardson * temperature**2 * np.exp(-barrier / thermal)


I1 = saturation_current(barrier_1, T)
I2 = saturation_current(barrier_2, T)


def closed_form(V, s1, s2):
    growth = np.exp(V / Vt)
    return s1 * s2 * (growth - 1) / (s2 + s1 * growth)


def solve_circuit(V, left_saturation, right_saturation):
    """Return current and inner potential (right metal at zero).

    Each saturation current is a function of that contact's reverse bias.
    """
    scale = left_saturation(0.0) + right_saturation(0.0)

    def mismatch(u):
        from_left = left_saturation(u - V) * np.expm1((V - u) / Vt)
        into_right = -right_saturation(u) * np.expm1(-u / Vt)
        return (from_left - into_right) / scale

    u = brentq(mismatch, min(0.0, V), max(0.0, V), xtol=1e-16, rtol=1e-15)
    return -right_saturation(u) * np.expm1(-u / Vt), u


def ideal_circuit(V, s1, s2):
    return solve_circuit(V, lambda bias: s1, lambda bias: s2)


def close(a, b, rel):
    return abs(a - b) <= rel * abs(b)


# Diode law from the momentum integral of two opposed Fermi-Dirac flows
nodes, weights = np.polynomial.legendre.leggauss(100)
p_max = 8 * np.sqrt(2 * m_e * k_B * T)
p = 0.5 * p_max * (nodes + 1)
wp = 0.5 * p_max * weights
p_normal, p_lateral = np.meshgrid(p, p, indexing="ij")
cell = np.outer(wp, wp)
kinetic = (p_normal**2 + p_lateral**2) / (2 * m_e * k_B * T)


def emitted_density(height):
    occupation = 1 / (1 + np.exp(height / Vt + kinetic))
    integrand = p_normal / m_e * 2 * np.pi * p_lateral * occupation
    return 2 * q / h**3 * np.sum(cell * integrand)


free_richardson = 4 * np.pi * q * m_e * k_B**2 / h**3
for bias in (0.05, -0.20):
    net = emitted_density(barrier_2 - bias) - emitted_density(barrier_2)
    law = free_richardson * T**2 * np.exp(-barrier_2 / Vt)
    assert close(net, law * np.expm1(bias / Vt), 1e-7)

# Closed form and hyperbolic-tangent form against the circuit solution
largest_error = 0.0
for s1, s2 in ((I1, I2), (I2, I1), (I1, I1), (I1, 1e3 * I1), (1e3 * I1, I1)):
    center = Vt * np.log(s2 / s1)
    for V in (-0.8, -0.2, -0.05, -0.003, 0.003, 0.05, 0.2, 0.8):
        numeric = ideal_circuit(V, s1, s2)[0]
        error = abs(closed_form(V, s1, s2) / numeric - 1)
        largest_error = max(largest_error, error)
        tanh_form = (s2 - s1) / 2 + (s1 + s2) / 2 * np.tanh(
            (V - center) / (2 * Vt))
        assert abs(tanh_form - numeric) < 1e-10 * (s1 + s2)
        assert -s1 * (1 + 1e-12) <= numeric <= s2 * (1 + 1e-12)
assert largest_error < 1e-9

# Saturation at the reverse-biased contact and bounded forward bias
I_plus, u_plus = ideal_circuit(1.0, I1, I2)
I_minus, u_minus = ideal_circuit(-1.0, I1, I2)
forward_limit_1 = Vt * np.log(1 + I2 / I1)
forward_limit_2 = Vt * np.log(1 + I1 / I2)
assert close(I_plus, I2, 1e-9) and close(I_minus, -I1, 1e-9)
assert u_plus > 0 and -1.0 - u_minus < 0
assert close(1.0 - u_plus, forward_limit_1, 1e-9)
assert close(-u_minus, forward_limit_2, 1e-9)

# A very large saturation current leaves one diode
assert close(ideal_circuit(0.05, I1, 1e9 * I1)[0],
             I1 * np.expm1(0.05 / Vt), 1e-6)

# Voltages at which each current is within one percent of its plateau
gap = 0.01
V99_plus = Vt * np.log(((I1 + I2) / gap - I2) / I1)
V99_minus = Vt * np.log(gap * I2 / (I1 + I2 - gap * I1))
root_plus = brentq(lambda V: ideal_circuit(V, I1, I2)[0] / I2 - 0.99,
                   0.01, 0.6)
root_minus = brentq(lambda V: ideal_circuit(V, I1, I2)[0] / I1 + 0.99,
                    -0.6, -0.01)
assert abs(V99_plus - root_plus) < 1e-8
assert abs(V99_minus - root_minus) < 1e-8


# Zero-bias resistance and steepest point, by finite differences
def numeric_slope(V, step=1e-4):
    upper = ideal_circuit(V + step, I1, I2)[0]
    lower = ideal_circuit(V - step, I1, I2)[0]
    return (upper - lower) / (2 * step)


zero_resistance = Vt / I1 + Vt / I2
V_steep = Vt * np.log(I2 / I1)
slope_max = (I1 + I2) / (4 * Vt)
steepest = minimize_scalar(lambda V: -numeric_slope(V) / slope_max,
                           bounds=(-0.1, 0.2), method="bounded",
                           options={"xatol": 1e-8})
assert close(1 / numeric_slope(0.0), zero_resistance, 1e-4)
assert abs(steepest.x - V_steep) < 1e-5
assert close(-steepest.fun, 1.0, 1e-4)
assert abs(steepest.x - (barrier_1 - barrier_2)) < 1e-5


# Fractional control of the current by the right and left contacts
def right_share(V):
    growth = np.exp(V / Vt)
    return I1 * growth / (I2 + I1 * growth)


for V in (-0.2, -0.05, 0.05, 0.2):
    d = 1e-4
    by_right = np.log(ideal_circuit(V, I1, I2 * np.exp(d))[0]
                      / ideal_circuit(V, I1, I2 * np.exp(-d))[0]) / (2 * d)
    by_left = np.log(ideal_circuit(V, I1 * np.exp(d), I2)[0]
                     / ideal_circuit(V, I1 * np.exp(-d), I2)[0]) / (2 * d)
    assert abs(by_right - right_share(V)) < 1e-7
    assert abs(by_left - (1 - right_share(V))) < 1e-7

# Neglected effects: field in the depletion layer and barrier lowering
fermi_depth = Vt * np.log(band_density / doping)


def peak_field(barrier, reverse_bias):
    # The clip acts only at distant trial points of the root search.
    bending = max(barrier - fermi_depth + reverse_bias - Vt, 0.0)
    return np.sqrt(2 * q * doping * bending / permittivity)


def image_lowering(field):
    return np.sqrt(q * field / (4 * np.pi * permittivity))


charge_integral = quad(lambda psi: q * doping * (1 - np.exp(-psi / Vt)),
                       0, barrier_2 - fermi_depth)[0]
assert close(peak_field(barrier_2, 0.0),
             np.sqrt(2 * charge_integral / permittivity), 1e-6)

field_0 = peak_field(barrier_2, 0.0)
field_1 = peak_field(barrier_2, u_plus)
image_strength = q / (16 * np.pi * permittivity)


def image_potential(x):
    return -image_strength / x - field_1 * x


top = minimize_scalar(lambda x_nm: -image_potential(x_nm * 1e-9),
                      bounds=(0.1, 50), method="bounded",
                      options={"xatol": 1e-9})
assert close(top.fun, image_lowering(field_1), 1e-7)


def lowered_saturation(base, barrier):
    reference = image_lowering(peak_field(barrier, 0.0))
    return lambda bias: base * np.exp(
        (image_lowering(peak_field(barrier, bias)) - reference) / Vt)


left_real = lowered_saturation(I1, barrier_1)
right_real = lowered_saturation(I2, barrier_2)
image_currents = {V: solve_circuit(V, left_real, right_real)[0]
                  for V in (-1.0, 0.5, 1.0)}
image_rise = image_currents[1.0] / I_plus - 1


# Tunnelling through and reflection above a parabolic barrier top
def top_parameters(field):
    x_top = np.sqrt(image_strength / field)
    curvature = 2 * field / x_top
    quantum = hbar * np.sqrt(q * curvature / light_mass)
    return x_top, curvature, quantum / (2 * k_B * T)


x_top, curvature, a_1 = top_parameters(field_1)
a_0 = top_parameters(field_0)[2]
step = 0.01 * x_top
second = (image_potential(x_top + step) - 2 * image_potential(x_top)
          + image_potential(x_top - step)) / step**2
assert close(-second, curvature, 1e-3)
tunnel_0, tunnel_1 = a_0 / np.sin(a_0), a_1 / np.sin(a_1)
for a, factor in ((a_0, tunnel_0), (a_1, tunnel_1)):
    integral = quad(lambda x: np.exp(-x) / (1 + np.exp(-np.pi * x / a)),
                    -30, 40, points=[0.0], limit=300)[0]
    assert close(integral, factor, 1e-6)

width_right = permittivity * field_1 / (q * doping)
width_left = (permittivity * peak_field(barrier_1, -(1.0 - u_plus))
              / (q * doping))
resistance = thickness / (q * doping * mobility * area)
generation = q * intrinsic_density * width_right * area / (2 * lifetime)
warm_ratio = saturation_current(barrier_2, T + 10) / I2
assert width_left + width_right < thickness
assert field_1 < breakdown_field
assert image_rise > tunnel_1 / tunnel_0 - 1 > generation / I2
assert resistance / zero_resistance < 1e-4

pA = 1e12
print(f"Temperature: {T:.0f} K; thermal voltage: {Vt*1e3:.3f} mV")
print(f"Rough barriers, left and right: {barrier_1:.2f}, {barrier_2:.2f} eV")
print(f"Rough Richardson constant: {richardson/1e4:.0f} A/(cm2 K2)")
print(f"Area: {area*1e12:.0f} um2; thickness: {thickness*1e6:.0f} um")
print(f"Doping: {doping/1e6:.1e} cm^-3")
print(f"Saturation current I1 (left): {I1*pA:.2f} pA")
print(f"Saturation current I2 (right): {I2*pA:.2f} pA")
print(f"Ratio I2/I1: {I2/I1:.3f}")
print("V (mV) | I (pA) | V1 left (mV) | V2 right (mV)")
for V in (-1.0, -0.2, -0.1, -0.05, 0.05, 0.1, 0.2, 1.0):
    current, u = ideal_circuit(V, I1, I2)
    print(f"{V*1e3:.0f} | {current*pA:.2f} | {(V-u)*1e3:.2f} | {u*1e3:.2f}")
print(f"Largest relative error of closed form: {largest_error:.1e}")
print(f"Forward-bias limit, left contact: {forward_limit_1*1e3:.2f} mV")
print(f"Forward-bias limit, right contact: {forward_limit_2*1e3:.2f} mV")
print(f"99% of positive plateau at: {V99_plus*1e3:.1f} mV")
print(f"99% of negative plateau at: {V99_minus*1e3:.1f} mV")
print(f"Steepest point V*: {V_steep*1e3:.2f} mV")
print(f"Current at V*: {(I2-I1)/2*pA:.2f} pA")
print(f"Steepest slope: {slope_max*1e9:.3f} nS")
print(f"Zero-bias resistance: {zero_resistance/1e6:.1f} Mohm")
for V in (-0.2, 0.0, 0.2):
    print(f"Control share of right contact at {V*1e3:.0f} mV: "
          f"{right_share(V):.5f}")
print("Neglected effects (at +1000 mV unless stated):")
print(f"Peak field, right contact: {field_1/1e8:.4f} MV/cm")
print(f"Rough breakdown field: {breakdown_field/1e8:.2f} MV/cm")
print(f"Image lowering at zero bias: {image_lowering(field_0)*1e3:.2f} meV")
print(f"Image lowering at +1000 mV: {image_lowering(field_1)*1e3:.2f} meV")
for V, current in image_currents.items():
    print(f"Current with image force at {V*1e3:.0f} mV: {current*pA:.1f} pA")
print(f"Image-force rise above ideal current: {image_rise*100:.1f} %")
print(f"Light electron mass used: {light_mass/m_e:.2f} free masses")
print(f"Tunnelling factor at zero bias: {tunnel_0:.3f}")
print(f"Tunnelling factor at +1000 mV: {tunnel_1:.3f}")
print(f"Rough mobility: {mobility*1e4:.0f} cm2/Vs")
print(f"Layer resistance, undepleted: {resistance:.0f} ohm")
print(f"Resistive voltage drop: {I_plus*resistance*1e6:.3f} uV")
print(f"Depletion widths, left and right: {width_left*1e9:.0f}, "
      f"{width_right*1e9:.0f} nm")
print(f"Rough carrier lifetime: {lifetime*1e6:.0f} us")
print(f"Depletion generation current: {generation*pA:.3f} pA")
print(f"Doping / band density of states: {doping/band_density:.1e}")
print(f"I2 ratio, {T+10:.0f} K to {T:.0f} K: {warm_ratio:.2f}")
print("checks complete")
```

Running it gives:

```
Temperature: 300 K; thermal voltage: 25.852 mV
Rough barriers, left and right: 0.65, 0.60 eV
Rough Richardson constant: 110 A/(cm2 K2)
Area: 100 um2; thickness: 5 um
Doping: 1.0e+16 cm^-3
Saturation current I1 (left): 119.16 pA
Saturation current I2 (right): 824.29 pA
Ratio I2/I1: 6.918
V (mV) | I (pA) | V1 left (mV) | V2 right (mV)
-1000 | -119.16 | -996.51 | -3.49
-200 | -119.10 | -196.51 | -3.49
-100 | -116.31 | -96.59 | -3.41
-50 | -99.84 | -47.04 | -2.96
50 | 352.57 | 35.57 | 14.43
100 | 705.13 | 50.00 | 50.00
200 | 821.45 | 53.41 | 146.59
1000 | 824.29 | 53.49 | 946.51
Largest relative error of closed form: 7.3e-13
Forward-bias limit, left contact: 53.49 mV
Forward-bias limit, right contact: 3.49 mV
99% of positive plateau at: 172.3 mV
99% of negative plateau at: -122.5 mV
Steepest point V*: 50.00 mV
Current at V*: 352.57 pA
Steepest slope: 9.124 nS
Zero-bias resistance: 248.3 Mohm
Control share of right contact at -200 mV: 0.00006
Control share of right contact at 0 mV: 0.12630
Control share of right contact at 200 mV: 0.99699
Neglected effects (at +1000 mV unless stated):
Peak field, right contact: 0.0638 MV/cm
Rough breakdown field: 0.40 MV/cm
Image lowering at zero bias: 20.39 meV
Image lowering at +1000 mV: 28.02 meV
Current with image force at -1000 mV: -159.2 pA
Current with image force at 500 mV: 978.6 pA
Current with image force at 1000 mV: 1105.5 pA
Image-force rise above ideal current: 34.1 %
Light electron mass used: 0.19 free masses
Tunnelling factor at zero bias: 1.058
Tunnelling factor at +1000 mV: 1.161
Rough mobility: 1200 cm2/Vs
Layer resistance, undepleted: 260 ohm
Resistive voltage drop: 0.214 uV
Depletion widths, left and right: 217, 412 nm
Rough carrier lifetime: 1 us
Depletion generation current: 0.033 pA
Doping / band density of states: 3.6e-04
I2 ratio, 310 K to 300 K: 2.26
checks complete
```
